\section*{Why bulk dispersion may not reveal an inverted narrow gap}

\section{The linear model}

\textbf{Q:} I have the conduction and valence bands of a narrow-gap quantum well, measured as functions of wave number. I fit them with a Dirac model and get a negative mass, so the gap is inverted. The dispersion has settled the matter, surely?

\textbf{A:} Which terms does your model contain?

\textbf{Q:} A mass and a linear coupling between an electron-like orbital $E$ and a hole-like orbital $H$.

\textbf{A:} Then let us write it down. I take the two orbitals to have opposite parity, and I assume inversion symmetry, time-reversal symmetry and isotropy in the plane. In the basis $(E,H)$, with energy measured from midgap at $k=0$, one spin block is
\begin{equation}
h_0(\mathbf k)=M\sigma_z+A(k_x\sigma_x+k_y\sigma_y),\qquad A>0 .
\end{equation}
Here $M$ is half the signed gap, positive when $E$ lies above $H$. Different Pauli matrices anticommute and each squares to one, so the cross terms in $h_0^2$ cancel:
\begin{equation}
h_0^2=M^2+A^2k^2,\qquad E_\pm=\pm\sqrt{M^2+A^2k^2}.
\end{equation}
The bands contain $M^2$, not $M$. Your fit would have been equally good with a positive mass.

\textbf{Q:} The energies agree, but the two Hamiltonians still differ. Is there no physical difference between them?

\textbf{A:} Let us include the other spin block, which time reversal gives as $h_0^*(-\mathbf k)$. Since $\sigma_x$ is real and $\sigma_y^*=-\sigma_y$, its linear part is $A(-k_x\sigma_x+k_y\sigma_y)$. With Pauli matrices $s_i$ for spin, both blocks together read
\begin{equation}
H_0=A(k_x s_z\sigma_x+k_y\sigma_y)+M\sigma_z .
\end{equation}
Now apply the constant unitary $U=s_x\sigma_y$. In $s_z\sigma_x$ the spin factor and the orbital factor both change sign, so the product is unchanged. The term $\sigma_y$ is unchanged as well, while $\sigma_z\to-\sigma_z$. Hence
\begin{equation}
U H_0(\mathbf k;M)U^\dagger=H_0(\mathbf k;-M)
\end{equation}
at the same $\mathbf k$. What distinguishes the two is the parity operator $P=\sigma_z$, which satisfies $PH_0(-\mathbf k)P=H_0(\mathbf k)$. Under $U$ it becomes $-P$. The sign of $M$ therefore acquires a meaning once you know which band edge has which parity. The energies do not tell you that.

\section{Adding the quadratic mass}

\textbf{Q:} Then I will add the quadratic terms. Real bands have them, and they must break the tie.

\textbf{A:} They do supply a definition of inversion that needs no orbital label. The spin block becomes
\begin{equation}
h=-Dk^2+(M-Bk^2)\sigma_z+A(k_x\sigma_x+k_y\sigma_y),\qquad |D|<|B| .
\end{equation}
The $D$ term is proportional to the identity, so $U$ leaves it alone, but $U$ reverses $M$ and $B$ together. The sign of the product $MB$ survives the relabelling. I call the gap inverted when $MB>0$: the coefficient $M-Bk^2$ then changes sign at $k^2=M/B$, so the orbital order at $k=0$ is opposite to that at large $k$.

\textbf{Q:} Is that more than a naming convention?

\textbf{A:} Yes, it is tied to the Berry flux. Write the vector multiplying the Pauli matrices in polar angles $(\theta,\phi)$. Because $A>0$, $\phi$ is also the polar angle of $\mathbf k$. The lower-band state is
\begin{equation}
u=\begin{pmatrix}\sin(\theta/2)\\-\cos(\theta/2)e^{i\phi}\end{pmatrix},
\qquad
i\langle u|\partial_\phi u\rangle=-\cos^2(\theta/2).
\end{equation}
By Stokes' theorem, the flux through the plane is the line integral round a very large circle minus that round a very small one. Using $\cos^2(\theta/2)=(1+\cos\theta)/2$,
\begin{equation}
\frac{\Phi}{2\pi}=\cos^2\frac{\theta_0}{2}-\cos^2\frac{\theta_\infty}{2}
=\frac{\cos\theta_0-\cos\theta_\infty}{2}
=\frac{\operatorname{sgn}M+\operatorname{sgn}B}{2}.
\end{equation}
The last step uses $\cos\theta_0=\operatorname{sgn}M$ and, since $-Bk^2$ dominates at large $k$, $\cos\theta_\infty=-\operatorname{sgn}B$. The flux per block is $\pm1$ for $MB>0$ and zero for $MB<0$; the other spin block carries the opposite flux. If $B=0$, the vector ends in the plane, $\cos\theta_\infty=0$, and the flux is $\pm\tfrac12$: the linear model has no integer with which to call one sign inverted.

In a crystal, $k$ does not run to infinity. The quadratic term stands in for the rest of the Brillouin zone, and a full classification needs the parities of the occupied bands at all time-reversal-invariant momenta.

\section{Reading the sign from the bands}

\textbf{Q:} Good. Now the energies must contain the sign of $MB$, and I can read it off.

\textbf{A:} They contain it in one place. Squaring the traceless part as before gives $E_\pm=-Dk^2\pm\Delta$, with
\begin{align}
\Delta^2&=(M-Bk^2)^2+A^2k^2\nonumber\\
&=M^2+(A^2-2MB)k^2+B^2k^4 .
\label{eq:delta}
\end{align}

\textbf{Q:} There it is, in the $k^2$ coefficient. I tried this with rough values for a mercury telluride well about 7 nm wide: $A=370$ meV nm, $B=-700$ meV nm$^2$, $D=-500$ meV nm$^2$ and $M=-10$ meV. Reversing $M$ alone moves the bands by up to 1.66 meV for $k\le0.05$ nm$^{-1}$. That could be resolved.

\textbf{A:} You held $A$ fixed in that comparison. Did the measurement give you $A$?

\textbf{Q:} No, $A$ comes from the same fit.

\textbf{A:} Then count what the bands determine. Their sum is $-2Dk^2$, which fixes $D$. Half their difference is $\Delta$, and the three coefficients of $\Delta^2$ fix $|M|$, $|B|$ and $A^2-2MB$. Nothing else is available. Let your model be inverted, and look for a normal one with $M_n=-M$, $B_n=B$ and the same $D$. Equal $k^2$ coefficients require
\begin{equation}
A_n^2+2MB=A^2-2MB
\quad\Longrightarrow\quad
A_n^2=A^2-4MB .
\label{eq:twin}
\end{equation}
If $A^2\ge4MB$, this is a real coupling and the normal model has the same two bands at every $k$. At equality the twin has $A_n=0$, so its orbitals are uncoupled. Reversing $B$ instead of $M$ gives the same twin with its orbital labels exchanged.

For your numbers, $MB=7000$ meV$^2$ nm$^2$, so
\begin{equation}
A_n=\sqrt{136900-28000}\ \text{meV nm}=330\ \text{meV nm},
\end{equation}
which is 10.8\% below your value. At $k=0.05$ nm$^{-1}$ both models give
\begin{equation}
\Delta^2=100+122900(0.0025)+490000(0.0025)^2=410.3\ \text{meV}^2 .
\end{equation}
Thus $\Delta=20.26$ meV. Adding $-Dk^2=1.25$ meV puts the bands at $-19.0$ and $21.5$ meV in both wells. The edge masses agree too. Expanding the root at small $k$,
\begin{equation}
E_+\simeq |M|+\left(\frac{A^2-2MB}{2|M|}-D\right)k^2 ,
\end{equation}
where the bracket is $6145+500=6645$ meV nm$^2$. Setting it equal to $\hbar^2/(2m^*)$ gives $m^*=0.0057\,m_e$ for either order.

\textbf{Q:} Perhaps a fit that knew nothing of your formula would prefer the inverted solution.

\textbf{A:} It has nothing to prefer. A least-squares fit to the inverted bands for $k\le0.2$ nm$^{-1}$, restricted to normal order and free in all four parameters, returned $A=330.00$ meV nm. Better energy resolution cannot separate two identical curves.

\textbf{Q:} And if I knew $A$ from another source?

\textbf{A:} Then the sign can be read off. With $A=370$ meV nm known independently, the measured coefficient $A^2-2MB=122900$ meV$^2$ nm$^2$ gives $2MB=136900-122900=14000$ meV$^2$ nm$^2$, which is positive. The outside value of $A$ and the measured coefficient must together be accurate enough to show that $A$ exceeds $\sqrt{122900}=351$ meV nm, the value at which $MB$ changes sign (the twin's 330 meV nm is the alternative only when $|B|$ is well determined), and the dispersion alone does not supply $A$.

\section{When the dispersion is conclusive}

\textbf{Q:} So within this model dispersion is never evidence of inversion?

\textbf{A:} That goes too far. If $A^2<4MB$, equation~(\ref{eq:twin}) asks for a negative $A_n^2$ and there is no normal twin. The condition can be seen in the shape of the half-gap. Let $x=k^2$ and $\Delta=\sqrt q$, with $q=c_0+c_2x+c_4x^2$. Differentiating twice,
\begin{equation}
\Delta'=\frac{q'}{2\Delta},\qquad
\Delta''=\frac{q''}{2\Delta}-\frac{(q')^2}{4\Delta^3}
=\frac{2qq''-(q')^2}{4\Delta^3}.
\end{equation}
Here $2qq''=4c_4(c_0+c_2x+c_4x^2)$ and $(q')^2=c_2^2+4c_2c_4x+4c_4^2x^2$. The terms in $x$ and $x^2$ cancel, leaving $4c_0c_4-c_2^2$. Inserting the coefficients from equation~(\ref{eq:delta}) and factoring the difference of squares,
\begin{align}
4M^2B^2-(A^2-2MB)^2
&=\bigl[2MB-(A^2-2MB)\bigr]\bigl[2MB+(A^2-2MB)\bigr]\nonumber\\
&=(4MB-A^2)A^2 ,
\end{align}
so that
\begin{equation}
\frac{d^2\Delta}{d(k^2)^2}=\frac{A^2(4MB-A^2)}{4\Delta^3}.
\end{equation}
Plot the half-gap against $k^2$. An upward-bending curve proves inversion within this model, because $MB<0$ makes the right side negative. A downward-bending curve allows both orders. Your well bends downward: at $k=0.05$ nm$^{-1}$ the second derivative is $-4.5\times10^5$ meV nm$^4$. With $A$ and $B$ held fixed, it would have no normal twin once $|M|$ exceeded $A^2/(4|B|)=49$ meV.

\textbf{Q:} Can the dispersion prove that a gap is normal?

\textbf{A:} Not in this model. Start from a normal gap, $MB<0$, and reverse $M$. Equation~(\ref{eq:twin}) then gives the inverted partner $A^2+4|MB|$, which is positive for any $A$.

\textbf{Q:} I had a different sign in mind: a gap minimum on a ring away from $k=0$.

\textbf{A:} That is sufficient but not necessary. From equation~(\ref{eq:delta}), $d\Delta^2/dx=A^2-2MB+2B^2x$. The vertical gap has its minimum away from $x=0$ when this slope is negative at $x=0$, that is, when $A^2<2MB$. This is stricter than $A^2<4MB$.

Take an illustrative case between the two limits: your parameters with $A$ reduced to 140 meV nm, not meant as a real well. Then $A^2=19600$ meV$^2$ nm$^2$ lies between $2MB=14000$ and $4MB=28000$. The vertical gap keeps its minimum at $k=0$, although the $D$ term moves the valence-band maximum out to $k=0.087$ nm$^{-1}$. Yet the half-gap curve bends upward, with second derivative $3.25\times10^4$ meV nm$^4$ at $k=0.05$ nm$^{-1}$. The least-squares normal fit for $k\le0.2$ nm$^{-1}$ misses the bands by as much as 1.07 meV, and no normal model keeps the largest misfit below 0.79 meV. If the data stop at $k=0.1$ nm$^{-1}$, these figures fall to about 0.26 and 0.16 meV. The evidence exists, but the accuracy needed to see it depends strongly on the range of $k$.

\section{What separates the twins}

\textbf{Q:} My well is in the ambiguous range. What should I measure instead?

\textbf{A:} Something that depends on the states. The first candidate is orbital character. In the upper band the expectation value of $\sigma_z$ is $(M-Bk^2)/\Delta$, so the weight on $E$ is
\begin{equation}
w_E=\frac12\left(1+\frac{M-Bk^2}{\Delta}\right).
\end{equation}
At $k=0$ it is 0 in the inverted well and 1 in its twin, which is the band-edge parity again. This comparison takes the sign of $B$ as known: here $B<0$ puts $E$ above $H$ at large $k$. Parity at $k=0$ alone fixes the sign of $M$, not that of $MB$. At $k=0.05$ nm$^{-1}$ the numerators are $-8.25$ and $11.75$ meV over the same $\Delta$, and the weights are 0.30 and 0.79.

\textbf{Q:} What about edge states?

\textbf{A:} They differ too. Take a half-plane $y>0$ with a hard wall, $\psi(0)=0$, and zero momentum along the wall. Replace $k_y$ by $-i\partial_y$ and try the energy $E_0=-MD/B$. Then $M\sigma_z-E_0=(M/B)(B\sigma_z+D)$, and the Schr\"odinger equation becomes
\begin{equation}
\left(\partial_y^2+\frac MB\right)(B\sigma_z+D)\psi=iA\sigma_y\,\partial_y\psi .
\end{equation}
Multiply by the inverse of $B\sigma_z+D$. The matrix on the right is then
\begin{equation}
N=(B\sigma_z+D)^{-1}i\sigma_y=
\begin{pmatrix}0&1/(D+B)\\-1/(D-B)&0\end{pmatrix},
\qquad N^2=\frac1{B^2-D^2}.
\end{equation}
Its eigenvalues are $\pm1/\beta$ with $\beta=\sqrt{B^2-D^2}$, real because $|D|<|B|$. For $\psi=\chi e^{-\lambda y}$ with $N\chi=-\chi/\beta$,
\begin{equation}
\lambda^2-\frac A\beta\lambda+\frac MB=0,\qquad
\lambda_{1,2}=\frac{A\mp\sqrt{A^2-4\beta^2M/B}}{2\beta}.
\end{equation}
The roots have sum $A/\beta>0$ and product $M/B$. If $MB>0$, both decay and share the same $\chi$, so $\chi(e^{-\lambda_1y}-e^{-\lambda_2y})$ satisfies the wall condition. If $MB<0$, each eigenvector of $N$ has one decaying solution; the two spinors are independent and cannot cancel at the wall. This argument covers the energy $E_0$; the strip calculation below covers the other energies near midgap.

For your well $E_0=7.1$ meV and the longer decay length is $1/\lambda_1=51.5$ nm. One spin block diagonalized in a 400 nm strip has two states within 9 meV of midgap, as many as it has edges, at 7.14 and 7.15 meV. The strip is mirror symmetric, so each of these states is shared equally between the two edges. The normal twin has none in that range. At finite momentum along the wall the twin can bind an edge state too: for a momentum of magnitude 0.04 nm$^{-1}$ one lies at $-16.4$ meV, just above the bulk valence band at that momentum. It is outside the bulk gap, which runs from $-10$ to $10$ meV, so look for edge states inside that gap. These results are for a hard wall; other boundaries can change the edge energies.

\textbf{Q:} And a bulk measurement in a magnetic field?

\textbf{A:} For a perpendicular field $F$ let $\ell^2=\hbar/(eF)$, and choose the field direction so that $k_x-ik_y=\sqrt2\,a/\ell$, where $a$ lowers the oscillator level. Then $k^2=(2/\ell^2)(a^\dagger a+\tfrac12)$, which is $1/\ell^2$ in the lowest level. The first block couples $H$ to $E$ through $a$, so a pure $H$ state in the lowest level stays uncoupled. In the time-reversed block the roles are exchanged and a pure $E$ state stays uncoupled. Their energies are
\begin{equation}
\varepsilon_H=-M+\frac{B-D}{\ell^2},\qquad
\varepsilon_E=M-\frac{B+D}{\ell^2},\qquad
\varepsilon_E-\varepsilon_H=2M-\frac{2B}{\ell^2}.
\end{equation}
They cross when $1/\ell^2=M/B$, which needs $MB>0$. The field is $F=\hbar M/(eB)=9.4$ T for your well. At that field $1/\ell^2=1/70$ nm$^{-2}$, and in the twin the same two levels are $20+1400/70=40$ meV apart.

\section{The real well}

\textbf{Q:} How far can I trust these numbers for an actual mercury telluride well?

\textbf{A:} The parameters are rough typical values, and so are the following corrections. The field test is affected by the Zeeman term. A $g$ factor of magnitude 20 on the $E$ orbital alone moves the crossing from 9.4 T to 7.4 or 12.9 T, depending on its sign. In the twin those levels still do not cross.

Real wells also lack full inversion symmetry. A constant coupling $\delta\,s_y\sigma_y$ between the spin blocks, with $\delta=2$ meV, splits the conduction band of the inverted well by 3.7 meV at $k=0.05$ nm$^{-1}$. With the same coupling in both wells, the twins then differ by at most 0.22 meV up to that $k$, so they are no longer identical but remain close. The same term couples the pure $H$ and pure $E$ levels of the field test with strength $\delta$, so in the inverted well their crossing becomes an avoided one with a least separation of $2\delta=4$ meV.

The next heavy-hole subband has an envelope that is odd about the centre of the well. It therefore shares the parity of $E$, and in a symmetric well it has no coupling to $E$ linear in $k$. Asymmetry can allow one. With the subband placed at $-40$ meV and an assumed coupling of 50 meV nm times $k$, the valence band at $k=0.05$ nm$^{-1}$ shifts by 0.21 meV in the inverted well and 0.06 meV in the twin. Since the strength is assumed, these shifts only illustrate a scale. At $k=0.1$ nm$^{-1}$ the model's valence band has reached $-32$ meV, close to the neglected subband, and should not be trusted in detail there. The field test reaches $1/\ell=0.12$ nm$^{-1}$ at 9.4 T, so its crossing field is also only a rough estimate.

Temperature can change the order itself. At 4 K the thermal energy is 0.34 meV, small beside the 20 meV gap. If the inverted gap shrinks on heating by a rough 0.3 meV/K, a rise of about 70 K closes it. The order has to be established at the temperature of use.

\textbf{Q:} Then what may I report from my dispersion data?

\textbf{A:} Report $|M|$, $D$ and $A^2-2MB$, within this model, and $|B|$ only with its uncertainty. The term $B^2k^4$ is small at small $k$: with independent errors of 0.5 meV on 51 evenly spaced points per band up to $k=0.05$ nm$^{-1}$, the linearized uncertainty of $|B|$ is about three times its value, so $|B|$ is in effect undetermined. With the same number of points up to 0.1 nm$^{-1}$ it is about 30\%. Because your half-gap bends downward against $k^2$, leave the order open until you have an independent value of $A$, the parity of a band edge together with the sign of $B$, or one of the other signatures above. The numerical output lists both wells side by side.

\section*{Calculated quantities}
\begin{verbatim}
Inverted well M = -10.0 meV, A = 370.0 meV nm
Both wells B = -700.0, D = -500.0 meV nm^2
A^2 = 136900, 4MB = 28000 meV^2 nm^2
Normal twin M = 10.0 meV, A = 330.00 meV nm
Reduction of A in twin = 10.81 percent
A from blind normal fit = 330.00 meV nm
Largest twin band difference = 2.8e-14 meV
Linear model, M sign difference = 0.0e+00 meV
Window for comparisons: k up to 0.050 1/nm
Flip M only, A fixed: difference = 1.66 meV
Largest |M| with a twin = 48.9 meV
k=0.000 1/nm: inv -10.000, 10.000; twin -10.000, 10.000 meV
k=0.025 1/nm: inv -12.992, 13.617; twin -12.992, 13.617 meV
k=0.050 1/nm: inv -19.006, 21.506; twin -19.006, 21.506 meV
k=0.100 1/nm: inv -32.121, 42.121; twin -32.121, 42.121 meV
Conduction mass: inv 0.00573, twin 0.00573 m_e
E weight, k=0: inv 0.000, twin 1.000
E weight, k=0.05: inv 0.296, twin 0.790
Inverted E weight is 1/2 at k = 0.1195 1/nm
Berry flux/2pi: inv -1.000, twin 0.000
Linear flux/2pi: M>0 0.500, M<0 -0.500
Strip width = 400 nm; sine functions = 600
In-gap strip states: inv 2, twin 0
Edge energies = 7.138, 7.147 meV
Edge energy formula = 7.143 meV
Edge decay length: formula 51.5, strip 51.5 nm
Landau crossing field, no Zeeman = 9.40 T
Neutral gap there: inv 0.000, twin 40.000 meV
Weak example A = 140 meV nm; A^2 = 19600
2MB = 14000, 4MB = 28000 meV^2 nm^2
Weak example, best normal misfit = 1.07 meV
Half-gap curvature in k^2 at k=0.05: well -4.484e+05
  weak example 3.250e+04 meV nm^4
Rough asymmetry coupling = 2.0 meV
Its spin splitting at window end = 3.65 meV
Its largest twin difference = 0.216 meV
Rough remote level -40 meV, coupling 50 meV nm
Valence shift: inv 0.207, twin 0.062 meV
Rough g factor magnitude = 20
Zeeman-shifted crossing = 7.39 or 12.92 T
Thermal energy at 4 K = 0.345 meV
Rough gap drift = 0.3 meV/K
Temperature rise that closes gap = 67 K
\end{verbatim}
